# Reset voltage and current of isotropically scaled phase-change cells: test program

```python
"""
Reset scaling of a phase-change memory cell.

Result under test: if all dimensions scale with the heater diameter F and
all material constants stay fixed, the steady reset voltage is independent
of F and the reset current is proportional to F.

The charge and heat equations are solved by finite volumes in SI units for
an axisymmetric cell: heater pillar in a dielectric, phase-change layer above.
Bottom and top electrodes are at ambient temperature; the side is insulating.
sigma: electrical conductivity, k: thermal conductivity, phi: potential.
Reset: the whole heater contact reaches the melting temperature.
Meshes for different F are not similar, so the law is not built into them.
"""
import numpy as np
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve, eigsh

AMBIENT = 300.0             # K
MELTING = 900.0             # K
RISE = MELTING - AMBIENT
HEAT_CAPACITY = 2.0e6       # J/(m^3 K), all materials
# order: heater, phase-change layer, dielectric
SIGMA = (1.0e5, 5.0e4, 0.0)     # S/m
KAPPA = (10.0, 1.0, 1.0)        # W/(m K)
NM = 1e-9


def pair_sum(a, b):
    """Sum guarded against two insulating neighbours."""
    return np.maximum(a + b, 1e-300)


def assemble(prop, ring, r_face, dr, dz, barrier=0.0):
    """Conductance matrix, internal links and electrode conductances."""
    nz, nr = prop.shape
    index = np.arange(nz * nr).reshape(nz, nr)
    low, high = prop[:-1], prop[1:]
    inner, outer = prop[:, :-1], prop[:, 1:]
    g_vert = 2 * low * high / pair_sum(low, high) * ring / dz
    g_rad = (2 * inner * outer / pair_sum(inner, outer)
             * 2 * np.pi * r_face * dz / dr)
    p = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    q = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([g_vert.ravel(), g_rad.ravel()])
    bottom = ring * prop[0] / (dz / 2 + barrier * prop[0])
    top = ring * prop[-1] / (dz / 2 + barrier * prop[-1])
    size = nz * nr
    diagonal = np.bincount(p, g, size) + np.bincount(q, g, size)
    diagonal[index[0]] += bottom
    diagonal[index[-1]] += top
    every = np.arange(size)
    matrix = coo_matrix(
        (np.concatenate([diagonal, -g, -g]),
         (np.concatenate([every, p, q]), np.concatenate([every, q, p]))),
        shape=(size, size)).tocsr()
    return matrix, p, q, g, bottom, top


def solve_cell(F, n, thickness=None, barrier=0.0,
               sigma=SIGMA, kappa=KAPPA, want_time=False):
    """Solve at one volt; n radial cells per F (n even)."""
    thickness = 2 * F if thickness is None else thickness
    nr, half, na = 2 * n, 2 * n, n // 2
    nz = 2 * half
    dr, dz = F / n, thickness / half
    edges = dr * np.arange(nr + 1)
    ring = np.pi * (edges[1:]**2 - edges[:-1]**2)
    material = np.full((nz, nr), 2)
    material[:half, :na] = 0
    material[half:, :] = 1
    s = np.array(sigma)[material]
    k = np.array(kappa)[material]

    # electrical problem, only where current can flow
    A, p, q, g, bottom, top = assemble(s, ring, edges[1:-1], dr, dz)
    live = np.flatnonzero(s.ravel() > 0)
    source = np.zeros(nz * nr)
    source[:nr] = bottom
    phi = np.zeros(nz * nr)
    phi[live] = spsolve(A[live][:, live].tocsc(), source[live],
                        permc_spec="MMD_AT_PLUS_A")
    current = np.sum(bottom * (1 - phi[:nr]))

    # Joule heat of each link, shared by the resistance of its two halves
    flat = s.ravel()
    power = g * (phi[p] - phi[q])**2
    share = flat[q] / pair_sum(flat[p], flat[q])
    heat = (np.bincount(p, power * share, nz * nr)
            + np.bincount(q, power * (1 - share), nz * nr))
    heat[:nr] += bottom * (1 - phi[:nr])**2
    heat[-nr:] += top * phi[-nr:]**2

    K = assemble(k, ring, edges[1:-1], dr, dz, barrier)[0]
    rise = spsolve(K.tocsc(), heat, permc_spec="MMD_AT_PLUS_A")
    field = rise.reshape(nz, nr)

    # temperature on the plane between heater and phase-change layer
    k1, k2 = k[half - 1], k[half]
    plane = (k1 * field[half - 1] + k2 * field[half]) / (k1 + k2)
    rim = 0.5 * (plane[na - 1] + plane[na])
    radii = np.append(edges[:na] + dr / 2, F / 2)
    contact = np.append(plane[:na], rim)
    coldest = np.argmin(contact)
    voltage = np.sqrt(RISE / contact[coldest])
    peak = np.unravel_index(np.argmax(field), field.shape)
    result = dict(
        V=voltage, I=current * voltage, R=1 / current,
        cold_radius=radii[coldest] / F,
        centre=AMBIENT + voltage**2 * plane[0],
        peak=AMBIENT + voltage**2 * field.max(),
        peak_layer=AMBIENT + voltage**2 * field[half:].max(),
        peak_height=(peak[0] + 0.5) * dz / F,
        phi=phi, rise=rise, live=live)
    if want_time:
        volume = np.tile(ring * dz, nz)
        scale = diags(1 / np.sqrt(HEAT_CAPACITY * volume))
        rate = eigsh((scale @ K @ scale).tocsc(), k=1, sigma=0.0,
                     which="LM", return_eigenvectors=False)[0]
        result["time"] = 1 / rate
    return result


# closed-form field when heat leaves only through the electrodes
special_sigma = (2.5e5, 5.0e4, 0.0)
special_kappa = (5.0, 1.0, 1e-6)
ratio = special_sigma[1] / special_kappa[1]
special = solve_cell(40 * NM, 40, sigma=special_sigma, kappa=special_kappa)
live = special["live"]
formula = 0.5 * ratio * special["phi"] * (1 - special["phi"])
field_error = (np.max(np.abs(formula[live] - special["rise"][live]))
               / (ratio / 8))
onset_formula = np.sqrt(8 * RISE / ratio)
onset_numeric = np.sqrt(RISE / special["rise"][live].max())
assert field_error < 0.02          # finite mesh at the contact rim
assert abs(onset_numeric / onset_formula - 1) < 0.01

# fully scaled cells on non-similar meshes
sizes = (20, 40, 80)
mesh = {20: 48, 40: 56, 80: 40}
cells = {F: solve_cell(F * NM, mesh[F], want_time=True) for F in sizes}


def exponent(data, key):
    return np.log(data[80][key] / data[20][key]) / np.log(80 / 20)


fine = solve_cell(80 * NM, 80)
mesh_V = abs(cells[80]["V"] / fine["V"] - 1)
mesh_I = abs(cells[80]["I"] / fine["I"] - 1)
assert mesh_V < 0.02 and mesh_I < 0.02
for F in sizes:
    # tolerance covers the different discretization errors
    assert abs(cells[F]["V"] / cells[40]["V"] - 1) < 0.01
    assert abs(cells[F]["I"] / cells[40]["I"] / (F / 40) - 1) < 0.01
assert abs(exponent(cells, "V")) < 0.01
assert abs(exponent(cells, "I") - 1) < 0.01
assert abs(exponent(cells, "time") - 2) < 0.01

# a fixed thermal boundary resistance at both electrodes breaks the law
BARRIER = 5e-9                      # m^2 K/W
blocked = {F: solve_cell(F * NM, mesh[F], barrier=BARRIER) for F in sizes}
assert blocked[20]["V"] < blocked[40]["V"] < blocked[80]["V"]
assert blocked[80]["V"] < cells[80]["V"]
assert exponent(blocked, "I") > 1.02
# scaling the boundary resistance with F restores it
restored = solve_cell(40 * NM, mesh[40], barrier=2 * BARRIER)
assert abs(restored["V"] / blocked[20]["V"] - 1) < 0.01
assert abs(restored["I"] / blocked[20]["I"] / 2 - 1) < 0.01

# shrinking only the lateral dimensions from the 40 nm cell
lateral = solve_cell(20 * NM, 48, thickness=80 * NM)
lateral_ratio = lateral["I"] / cells[40]["I"]
assert lateral_ratio < 0.45

print(f"ambient temperature: {AMBIENT:.0f} K")
print(f"melting temperature: {MELTING:.0f} K")
for name, s, k in zip(("heater", "phase-change layer", "dielectric"),
                      SIGMA, KAPPA):
    print(f"{name}: sigma = {s:.1e} S/m, k = {k:.1f} W/(m K)")
print(f"heat capacity, all materials: {HEAT_CAPACITY:.1e} J/(m^3 K)")
print("heater height 2F, layer thickness 2F, outer radius 2F")
for F in sizes:
    c = cells[F]
    density = c["I"] / (np.pi * (F * NM)**2 / 4)
    print(f"F = {F} nm, radial mesh cells per F: {mesh[F]}")
    print(f"  reset voltage: {c['V']:.4f} V")
    print(f"  reset current: {c['I'] * 1e6:.1f} microampere")
    print(f"  current / F: {c['I'] / (F * NM):.3e} A/m")
    print(f"  resistance: {c['R']:.1f} ohm")
    print(f"  power: {c['V'] * c['I'] * 1e6:.1f} microwatt")
    print(f"  mean contact current density: {density:.3e} A/m^2")
    print(f"  slowest thermal decay time: {c['time'] * 1e9:.3f} ns")
print(f"exponent of voltage in F: {exponent(cells, 'V'):.4f}")
print(f"exponent of current in F: {exponent(cells, 'I'):.4f}")
print(f"exponent of decay time in F: {exponent(cells, 'time'):.4f}")
c = cells[40]
print(f"40 nm: coldest contact point at r/F = {c['cold_radius']:.3f}")
print(f"40 nm: contact centre temperature at reset: {c['centre']:.0f} K")
print(f"40 nm: peak temperature in layer: {c['peak_layer']:.0f} K")
print(f"40 nm: peak temperature in cell: {c['peak']:.0f} K")
print(f"40 nm: height of cell peak, z/F: {c['peak_height']:.2f}")
print(f"80 nm mesh doubling, voltage change: {100 * mesh_V:.2f} percent")
print(f"80 nm mesh doubling, current change: {100 * mesh_I:.2f} percent")
print(f"special case sigma/k: {ratio:.1e} K/V^2")
print(f"special case onset voltage, formula: {onset_formula:.4f} V")
print(f"special case onset voltage, numerical: {onset_numeric:.4f} V")
print(f"special case largest field error / peak: {field_error:.1e}")
print(f"electrode boundary resistance: {BARRIER:.1e} m^2 K/W")
for F in sizes:
    b = blocked[F]
    print(f"  F = {F} nm: {b['V']:.4f} V, {b['I'] * 1e6:.1f} microampere")
print(f"  exponent of current in F: {exponent(blocked, 'I'):.3f}")
print(f"  40 nm, doubled boundary resistance: {restored['V']:.4f} V")
print(f"lateral-only shrink 40 to 20 nm, voltage: {lateral['V']:.4f} V")
print(f"lateral-only current: {lateral['I'] * 1e6:.1f} microampere")
print(f"lateral-only current ratio to 40 nm cell: {lateral_ratio:.3f}")
print("finished without a failed check")
```

Printed output:

```
ambient temperature: 300 K
melting temperature: 900 K
heater: sigma = 1.0e+05 S/m, k = 10.0 W/(m K)
phase-change layer: sigma = 5.0e+04 S/m, k = 1.0 W/(m K)
dielectric: sigma = 0.0e+00 S/m, k = 1.0 W/(m K)
heat capacity, all materials: 2.0e+06 J/(m^3 K)
heater height 2F, layer thickness 2F, outer radius 2F
F = 20 nm, radial mesh cells per F: 48
  reset voltage: 0.6261 V
  reset current: 352.0 microampere
  current / F: 1.760e+04 A/m
  resistance: 1778.6 ohm
  power: 220.4 microwatt
  mean contact current density: 1.120e+12 A/m^2
  slowest thermal decay time: 1.085 ns
F = 40 nm, radial mesh cells per F: 56
  reset voltage: 0.6258 V
  reset current: 704.0 microampere
  current / F: 1.760e+04 A/m
  resistance: 888.9 ohm
  power: 440.5 microwatt
  mean contact current density: 5.602e+11 A/m^2
  slowest thermal decay time: 4.338 ns
F = 80 nm, radial mesh cells per F: 40
  reset voltage: 0.6265 V
  reset current: 1408.3 microampere
  current / F: 1.760e+04 A/m
  resistance: 444.9 ohm
  power: 882.3 microwatt
  mean contact current density: 2.802e+11 A/m^2
  slowest thermal decay time: 17.353 ns
exponent of voltage in F: 0.0005
exponent of current in F: 1.0001
exponent of decay time in F: 2.0000
40 nm: coldest contact point at r/F = 0.500
40 nm: contact centre temperature at reset: 911 K
40 nm: peak temperature in layer: 929 K
40 nm: peak temperature in cell: 929 K
40 nm: height of cell peak, z/F: 2.10
80 nm mesh doubling, voltage change: 0.20 percent
80 nm mesh doubling, current change: 0.04 percent
special case sigma/k: 5.0e+04 K/V^2
special case onset voltage, formula: 0.3098 V
special case onset voltage, numerical: 0.3099 V
special case largest field error / peak: 2.1e-03
electrode boundary resistance: 5.0e-09 m^2 K/W
  F = 20 nm: 0.5248 V, 295.0 microampere
  F = 40 nm: 0.5559 V, 625.4 microampere
  F = 80 nm: 0.5808 V, 1305.6 microampere
  exponent of current in F: 1.073
  40 nm, doubled boundary resistance: 0.5245 V
lateral-only shrink 40 to 20 nm, voltage: 0.6895 V
lateral-only current: 214.5 microampere
lateral-only current ratio to 40 nm cell: 0.305
finished without a failed check
```
